# Curvature maximum of a film on a substrate of equal modulus: verification in Python

```python
"""
Result under test: a film on a free substrate of equal biaxial modulus M has
    curvature = 6 * mismatch * h_f * h_s / (h_f + h_s)**3,
which at fixed h_s is largest at h_f = h_s/2, with value (8/9)*mismatch/h_s.
h_f, h_s : film and substrate thickness; ratio = h_f/h_s
mismatch : elastic film strain when the substrate is flat and unstrained
M        : biaxial modulus E/(1-nu)
Positive curvature is concave on the film side; tension is positive.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq, minimize_scalar


def curvature_formula(mismatch, h_f, h_s):
    return 6 * mismatch * h_f * h_s / (h_f + h_s)**3


def unequal_formula(ratio, m):
    """Curvature * h_s / mismatch for modulus ratio m = M_film/M_substrate."""
    den = 1 + 4*m*ratio + 6*m*ratio**2 + 4*m*ratio**3 + m**2*ratio**4
    return 6 * m * ratio * (1 + ratio) / den


def laminate(edges, moduli, mismatches):
    """Zero force and moment; strain = a - k*z, z from the bottom face."""
    z = np.asarray(edges, float)
    M = np.asarray(moduli, float)
    s = M * np.asarray(mismatches, float)
    i1, i2, i3 = [np.sum(M * np.diff(z**n)) / n for n in (1, 2, 3)]
    force = np.sum(s * np.diff(z))
    moment = np.sum(s * np.diff(z**2)) / 2
    return np.linalg.solve([[i1, -i2], [i2, -i3]], [-force, -moment])


def bilayer(ratio, m=1.0):
    """Curvature and free-surface film stress for h_s = M_s = mismatch = 1."""
    a, k = laminate([0, 1, 1 + ratio], [1, m], [0, 1])
    return k, m * (a - k * (1 + ratio) + 1)


def peak_ratio(function, low=0.1, high=1.5):
    found = minimize_scalar(lambda x: -function(x), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-9})
    return found.x


def disc_curvature(ratio, m=1.0, nu_film=0.20, nu_sub=0.28):
    """Axisymmetric elasticity of a wide disc, nine-node finite elements."""
    total = 1 + ratio
    distance = np.array([100, 50, 25, 12, 7, 4, 2.5, 1.5, 0.9, 0.5, 0.2, 0])
    r_edge = total * (100 - distance)
    z_edge = np.array([0, 0.5, 1, 1 + ratio / 2, total])
    n_r, n_z = len(r_edge) - 1, len(z_edge) - 1
    rows = 2 * n_z + 1
    size = 2 * (2 * n_r + 1) * rows
    stiffness, load = np.zeros((size, size)), np.zeros(size)
    points, weights = np.polynomial.legendre.leggauss(3)
    shape = [np.array([s*(s-1)/2, 1-s*s, s*(s+1)/2]) for s in points]
    slope = [np.array([s-0.5, -2*s, s+0.5]) for s in points]
    for j in range(n_z):
        is_film = j >= 2
        nu = nu_film if is_film else nu_sub
        young = (m if is_film else 1.0) * (1 - nu)
        lam = young * nu / ((1 + nu) * (1 - 2 * nu))
        mu = young / (2 * (1 + nu))
        C = np.zeros((4, 4))
        C[:3, :3] = lam
        C[range(4), range(4)] += [2*mu, 2*mu, 2*mu, mu]
        free_strain = np.array([-1., -1., -1., 0.]) * is_film
        half_z = (z_edge[j+1] - z_edge[j]) / 2
        for i in range(n_r):
            half_r = (r_edge[i+1] - r_edge[i]) / 2
            nodes = np.array([(2*i+p)*rows + 2*j+q
                              for p in range(3) for q in range(3)])
            dof = np.column_stack([2*nodes, 2*nodes+1]).ravel()
            k_el, f_el = np.zeros((18, 18)), np.zeros(18)
            for p in range(3):
                r = r_edge[i] + half_r * (1 + points[p])
                for q in range(3):
                    value = np.outer(shape[p], shape[q]).ravel()
                    d_r = np.outer(slope[p], shape[q]).ravel() / half_r
                    d_z = np.outer(shape[p], slope[q]).ravel() / half_z
                    B = np.zeros((4, 18))
                    B[0, 0::2], B[1, 1::2], B[2, 0::2] = d_r, d_z, value / r
                    B[3, 0::2], B[3, 1::2] = d_z, d_r
                    w = weights[p] * weights[q] * half_r * half_z * r
                    k_el += w * B.T @ C @ B
                    f_el += w * B.T @ C @ free_strain
            stiffness[np.ix_(dof, dof)] += k_el
            load[dof] += f_el
    fixed = [2*n for n in range(rows)] + [1]
    free = np.setdiff1d(np.arange(size), fixed)
    u = np.zeros(size)
    u[free] = np.linalg.solve(stiffness[np.ix_(free, free)], load[free])
    return 2 * u[2 * (2 * rows) + 1] / r_edge[1]**2


# Full elasticity against the plate formula, and the peak it gives by itself.
# Tolerances allow for the finite disc radius (100 total thicknesses).
samples = np.linspace(0.3, 0.7, 9)
fem = np.array([disc_curvature(x) for x in samples])
fem_error = np.max(np.abs(fem / curvature_formula(1, samples, 1) - 1))
assert fem_error < 3e-3
fem_fit = np.polynomial.Polynomial.fit(samples, fem, 6)
fem_peak = brentq(fem_fit.deriv(), 0.4, 0.6)
assert abs(fem_peak - 0.5) < 5e-3
assert abs(disc_curvature(0.5, 2.0) / unequal_formula(0.5, 2.0) - 1) < 5e-3

# Layer equilibrium: global peak, its height, and the thin-film limit.
grid = np.geomspace(1e-3, 100, 2001)
curve = np.array([bilayer(x)[0] for x in grid])
assert np.allclose(curve, curvature_formula(1, grid, 1), rtol=1e-6)
assert abs(grid[np.argmax(curve)] - 0.5) < 0.01
assert np.sum(np.diff(np.sign(np.diff(curve))) != 0) == 1
assert abs(peak_ratio(lambda x: bilayer(x)[0]) - 0.5) < 1e-6
assert abs(bilayer(0.5)[0] - 8 / 9) < 1e-12
thin = 1e-3
assert abs((bilayer(thin)[0] / (6 * thin) - 1) / thin + 3) < 0.01

# The surface stress sets the slope of curvature against film thickness.
for x in (0.1, 0.5, 1.3):
    step = 1e-5
    numeric = (bilayer(x + step)[0] - bilayer(x - step)[0]) / (2 * step)
    top = bilayer(x)[1]
    assert abs(numeric - 6 * top / (1 + x)**2) < 1e-7
    assert abs(top - (1 - 2 * x) / (1 + x)**2) < 1e-10

# Unequal moduli: formula, peak equation, zero surface stress, peak shift.
for m in (0.3, 220 / 180, 4.0):
    assert abs(bilayer(0.7, m)[0] - unequal_formula(0.7, m)) < 1e-10
    x = peak_ratio(lambda q: bilayer(q, m)[0])
    assert abs(1 + 2*x - 2*m*x**2 - 8*m*x**3 - (4*m + 3*m*m)*x**4
               - 2*m*m*x**5) < 1e-5
    assert abs(brentq(lambda q: bilayer(q, m)[1], 0.05, 1.5) - x) < 1e-5
shift = (peak_ratio(lambda q: bilayer(q, 1.01)[0])
         - peak_ratio(lambda q: bilayer(q, 0.99)[0])) / 0.02
assert abs(shift + 2 / 9) < 1e-3

# Growth at constant arrival stress on a plate free to bend: no peak.
layer = 0.0025
edges, strains, history = [0.0, 1.0], [0.0], []
a = k = 0.0
for _ in range(600):
    middle = edges[-1] + layer / 2
    strains.append(1 - (a - k * middle))
    edges.append(edges[-1] + layer)
    a, k = laminate(edges, np.ones(len(strains)), strains)
    history.append(k)
x_grown = layer * np.arange(1, 601)
free_growth = 6 * x_grown / (1 + x_grown)
# The finite layer thickness leaves a first-order error below one percent.
assert np.max(np.abs(np.array(history) / free_growth - 1)) < 0.01
assert np.all(np.diff(history) > 0)

# Stretching energy of a shallow cap, minimized over in-plane displacement.
r, R, kap, nu, E, h, c1, c3 = sp.symbols("r R kappa nu E h c1 c3", positive=True)
radial = c1 * r + c3 * r**3
e_r, e_t = sp.diff(radial, r) + kap**2 * r**2 / 2, radial / r
density = E*h/(2*(1-nu**2)) * (e_r**2 + e_t**2 + 2*nu*e_r*e_t)
mean = sp.integrate(sp.expand(density * 2 * r / R**2), (r, 0, R))
best = sp.solve([sp.diff(mean, c1), sp.diff(mean, c3)], [c1, c3], dict=True)[0]
assert sp.simplify(mean.subs(best) - E*h*kap**4*R**4/384) == 0

# Worked example; lengths in nm, moduli in GPa.
modulus, h_s, flat_stress = 200.0, 200.0, 200.0
radius, poisson = 5000.0, 0.25
eps = flat_stress / (1000 * modulus)
h_peak = h_s * peak_ratio(lambda x: bilayer(x)[0])
k_peak = curvature_formula(eps, h_peak, h_s)
stoney_peak = 6 * eps * h_peak / h_s**2
assert abs(stoney_peak / k_peak - 27 / 8) < 1e-5


def finite_deflection(h_f):
    total, linear = h_f + h_s, curvature_formula(eps, h_f, h_s)
    c = (1 - poisson) * radius**4 / (16 * total**2)
    return brentq(lambda q: q + c * q**3 - linear, 0, linear, xtol=1e-18)


# Direct energy minimization checks the cubic equation for the curvature.
def cap_energy(scale):
    total, q = h_peak + h_s, scale * k_peak
    bend = total**3 / (12 * (1 - poisson)) * (q - k_peak)**2
    return (bend + total * q**4 * radius**4 / 384) / (total**3 * k_peak**2)


scale = minimize_scalar(cap_energy, bounds=(0.5, 1.2), method="bounded",
                        options={"xatol": 1e-9}).x
k_finite = finite_deflection(h_peak)
assert abs(scale - k_finite / k_peak) < 1e-6
finite_peak = h_s * peak_ratio(lambda x: 1e6 * finite_deflection(x * h_s))


def graded_curvature(x):
    """Mismatch falls by 20 percent of its first value per 100 nm of film."""
    z = np.linspace(h_s, h_s * (1 + x), 81)
    height = (z[1:] + z[:-1]) / 2 - h_s
    profile = np.r_[0, eps * (1 - 0.2 * height / 100)]
    return laminate(np.r_[0, z], np.ones(81), profile)[1]


graded_peak = h_s * peak_ratio(lambda x: 1e6 * graded_curvature(x))
k_graded = graded_curvature(graded_peak / h_s)
m_real = 220 / 180
real_peak = h_s * peak_ratio(lambda x: bilayer(x, m_real)[0])
k_real = eps * bilayer(real_peak / h_s, m_real)[0] / h_s
a, k = laminate([0, h_s, h_s + h_peak], [1, 1], [0, eps])
stress = 1000 * modulus * np.array([
    a, a - k*h_s, a - k*h_s + eps, a - k*(h_s + h_peak) + eps])
partner = brentq(lambda t: curvature_formula(eps, t, h_s)
                 - curvature_formula(eps, 50, h_s), h_peak, 1000)
ten_percent = h_s * brentq(lambda x: 6*x / bilayer(x)[0] - 1.1, 1e-4, 0.5)
expansion_difference, warming = 2e-6, 50.0
warm_change = -expansion_difference * warming / eps

print(f"common biaxial modulus: {modulus:.0f} GPa")
print(f"substrate thickness: {h_s:.0f} nm")
print(f"film stress when held flat: {flat_stress:.0f} MPa")
print(f"mismatch strain: {100*eps:.3f} %")
print(f"disc radius: {radius/1000:.1f} um; Poisson ratio: {poisson:.2f}")
print("film nm | curvature 1/m | Stoney 1/m | grown on free plate 1/m")
for t in (10, 50, 100, 200, 400):
    grown = 6 * eps * t / (h_s * (h_s + t))
    print(f"{t:4d} | {1e9*curvature_formula(eps,t,h_s):.0f} | "
          f"{1e9*6*eps*t/h_s**2:.0f} | {1e9*grown:.0f}")
print(f"film thickness at peak: {h_peak:.1f} nm")
print(f"peak curvature: {1e9*k_peak:.0f} 1/m")
print(f"radius of curvature at peak: {1e-3/k_peak:.1f} um")
print(f"rim rise of disc at peak: {k_peak*radius**2/2:.1f} nm")
print(f"Stoney / true curvature at peak: {stoney_peak/k_peak:.3f}")
print(f"film thickness where Stoney is 10 % high: {ten_percent:.2f} nm")
print(f"thickness with same curvature as 50 nm film: {partner:.1f} nm")
for name, value in zip(("substrate bottom", "substrate at interface",
                        "film at interface", "film free surface"), stress):
    print(f"stress at peak, {name}: {round(value, 1) + 0.0:.1f} MPa")
print(f"finite-element peak thickness ratio: {fem_peak:.3f}")
print(f"largest finite-element curvature difference: {100*fem_error:.3f} %")
print(f"peak-ratio shift per unit modulus ratio: {shift:.4f}")
print(f"moduli 220 and 180 GPa, modulus ratio: {m_real:.3f}")
print(f"  peak thickness: {real_peak:.1f} nm")
print(f"  peak curvature change: {100*(k_real/k_peak-1):.1f} %")
print("mismatch falling 20 % per 100 nm of film:")
print(f"  peak thickness: {graded_peak:.1f} nm")
print(f"  peak curvature change: {100*(k_graded/k_peak-1):.1f} %")
print("finite deflection of the disc:")
print(f"  peak thickness: {finite_peak:.1f} nm")
print(f"  curvature change at linear peak: {100*(k_finite/k_peak-1):.2f} %")
print(f"expansion difference: {1e6*expansion_difference:.1f} ppm/K")
print(f"curvature change on warming by {warming:.0f} K: {100*warm_change:.1f} %")
print("all tests passed")
```

It prints:

```
common biaxial modulus: 200 GPa
substrate thickness: 200 nm
film stress when held flat: 200 MPa
mismatch strain: 0.100 %
disc radius: 5.0 um; Poisson ratio: 0.25
film nm | curvature 1/m | Stoney 1/m | grown on free plate 1/m
  10 | 1296 | 1500 | 1429
  50 | 3840 | 7500 | 6000
 100 | 4444 | 15000 | 10000
 200 | 3750 | 30000 | 15000
 400 | 2222 | 60000 | 20000
film thickness at peak: 100.0 nm
peak curvature: 4444 1/m
radius of curvature at peak: 225.0 um
rim rise of disc at peak: 55.6 nm
Stoney / true curvature at peak: 3.375
film thickness where Stoney is 10 % high: 6.46 nm
thickness with same curvature as 50 nm film: 190.4 nm
stress at peak, substrate bottom: 66.7 MPa
stress at peak, substrate at interface: -111.1 MPa
stress at peak, film at interface: 88.9 MPa
stress at peak, film free surface: 0.0 MPa
finite-element peak thickness ratio: 0.500
largest finite-element curvature difference: 0.008 %
peak-ratio shift per unit modulus ratio: -0.2222
moduli 220 and 180 GPa, modulus ratio: 1.222
  peak thickness: 91.4 nm
  peak curvature change: 3.7 %
mismatch falling 20 % per 100 nm of film:
  peak thickness: 83.3 nm
  peak curvature change: -10.5 %
finite deflection of the disc:
  peak thickness: 100.6 nm
  curvature change at linear peak: -0.63 %
expansion difference: 2.0 ppm/K
curvature change on warming by 50 K: -10.0 %
all tests passed
```
